Exponential Decay of the Stress of a Periodic Edge-Dislocation Array

Q: I am told that the stress of a row of equally spaced edge dislocations dies off exponentially with distance. I doubt it. The stress of one dislocation falls only as 1/r, and adding many slowly decaying fields should not give a rapidly decaying one.

A: The fields cancel, and the cancellation can be followed harmonic by harmonic. Let identical straight edge dislocations run along y and cross the plane y = 0 at x = nS, z = 0, for every integer n. The medium is infinite, isotropic and linear elastic, with shear modulus μ and Poisson ratio ν. Nothing depends on y and u_y = 0 (plane strain).

Between neighbouring lines the material above z = 0 is displaced relative to that below by a constant lattice vector. On passing a line in the +x direction, this jump grows by the Burgers vector b = (b_x, b_z). Writing [g] = g(z=0+) − g(z=0−),

[∂_x u] = b Σ_n δ(x − nS).

The right side has period S and is even in x. Its mean is b/S, and its cosine coefficients are (2/S)∫δ(x) cos(k_m x) dx = 2/S times b. Hence

[∂_x u] = (b/S)(1 + 2 Σ_m cos k_m x), k_m = 2πm/S, m ≥ 1.

The source contains a uniform part and wavelengths S, S/2, S/3 and so on, but nothing longer than S.

Q: Why should a source of wavelength S produce a field that decays exponentially?

A: Elasticity links the variation along z to that along x. In plane strain σ_yy = ν(σ_xx + σ_zz), so Hooke's law reads

2με_xx = (1−ν)σ_xx − νσ_zz, 2με_zz = (1−ν)σ_zz − νσ_xx, 2με_xz = σ_xz.

Equilibrium is satisfied by an Airy function φ:

σ_xx = ∂_z²φ, σ_zz = ∂_x²φ, σ_xz = −∂_x∂_zφ.

The strains must derive from a displacement, which requires ∂_z²ε_xx + ∂_x²ε_zz = 2∂_x∂_zε_xz. Inserting the stresses and multiplying by 2μ,

(1−ν)(∂_z⁴φ + ∂_x⁴φ) − 2ν∂_x²∂_z²φ = −2∂_x²∂_z²φ.

Moving the right side over and dividing by 1−ν gives ∇⁴φ = 0 away from z = 0. For φ = f(z) cos kx or f(z) sin kx,

(d²/dz² − k²)² f = 0.

Each root ±k is double. The solutions are therefore e^(±kz) and z e^(±kz). The field must stay bounded, so for z > 0

f = (A + Bz)e^(−kz).

The exponent comes from the wavelength, and the linear factor from the double root.

Q: You have shown what is allowed. The coefficient of the slowest term might still vanish.

A: Then it has to be calculated. Take b_x first, with φ = f(z) cos kx and f odd in z. Then σ_xx and σ_zz are odd and σ_xz is even. Traction must be continuous across z = 0, so the odd σ_zz must vanish there. This gives f(0) = 0, hence A = 0 and f = Bz e^(−k|z|). For z > 0,

f′ = B(1 − kz)e^(−kz), f″ = −kB(2 − kz)e^(−kz).

At z = 0+, σ_xx = −2kB cos kx and σ_zz = 0, so ε_xx = −(1−ν)(kB/μ) cos kx. The strain is odd, so its jump is twice this. Matching the source,

−2(1−ν)kB/μ = 2b_x/S, so B = −P/k, P = μb_x/[(1−ν)S].

The displacement u_z must not jump. Differentiating 2ε_xz = ∂_x u_z + ∂_z u_x with respect to x gives

∂_x²u_z = 2∂_xε_xz − ∂_zε_xx.

Both terms on the right are even in z, so this harmonic of u_z is continuous, as required.

Nor does the choice of an odd f lose anything. The difference between two solutions would have no jump in traction or displacement. It would solve the fourth-order equation through z = 0 and stay bounded on both sides, which for k ≠ 0 leaves zero stress.

Q: And the uniform part of the source?

A: Averaged over x, equilibrium makes σ_zz and σ_xz constant, and they are zero without an applied load. Compatibility makes the mean ε_xx linear in z on each side, and boundedness makes it constant. Since σ_xx = 2με_xx/(1−ν), the mean stress jumps by 2P. A single dislocation with b along x has σ_xx odd in z, so a symmetric sum of such fields shares the jump as +P above and −P below. Altogether,

σ_xx = P sgn(z)[1 + Σ_m (2 − k_m|z|)e^(−k_m|z|) cos k_m x]
σ_zz = P Σ_m k_m z e^(−k_m|z|) cos k_m x
σ_xz = −P Σ_m (1 − k_m|z|)e^(−k_m|z|) sin k_m x.

The uniform stress ±P does not decay. The exponential law belongs to the rest, the nonuniform stress.

Q: What if the Burgers vector is normal to the array plane?

A: That is a tilt wall. Put φ = f(z) sin kx with f even. Now σ_xz = −k f′ cos kx is odd, and its continuity demands f′(0) = 0. Thus f = A(1 + k|z|)e^(−k|z|), and for z > 0

f′ = −Ak²z e^(−kz), f″ = −Ak²(1 − kz)e^(−kz), f‴ = Ak³(2 − kz)e^(−kz).

Since ε_xx is even, u_x has no jump. At z = 0+ the shear strain vanishes for all x, so

∂_x²u_z = −∂_zε_xx = −(1−ν)f‴(0+)/(2μ) sin kx = −(1−ν)(Ak³/μ) sin kx.

The jump is twice this. The x derivative of the source is −(2b_z k/S) sin kx. Equating them gives A = Q/k², with Q = μb_z/[(1−ν)S], and

σ_xx = −Q Σ_m (1 − k_m|z|)e^(−k_m|z|) sin k_m x
σ_zz = −Q Σ_m (1 + k_m|z|)e^(−k_m|z|) sin k_m x
σ_xz = Q Σ_m k_m z e^(−k_m|z|) cos k_m x.

The mean source b_z/S is a relative rotation of the two halves. It needs no strain, so this array has no uniform stress.

Q: Where did the 1/r field go? It must survive somewhere.

A: It survives near each line, where many harmonics contribute. For b_x the series can be summed. Let X = 2πx/S, Z = 2πz/S > 0 and q = e^(−Z+iX). The geometric series gives Σq^m = q/(1−q). With C = cosh Z − cos X, its real and imaginary parts give

1 + 2Σ e^(−mZ) cos mX = (1−|q|²)/|1−q|² = sinh Z/C
Σ e^(−mZ) sin mX = sin X/(2C).

A factor mZ in a sum is produced by −Z d/dZ. Therefore

σ_zz = −P(Z/2) d(sinh Z/C)/dZ = PZ(cosh Z cos X − 1)/(2C²)
σ_xx = P sinh Z/C − σ_zz
σ_xz = −P sin X (C − Z sinh Z)/(2C²).

For X and Z much less than 1, C ≈ (X²+Z²)/2 and cosh Z cos X − 1 ≈ (Z²−X²)/2, so

σ_zz ≈ μb_x z(z²−x²)/[2π(1−ν)(x²+z²)²].

This is the 1/r field of one dislocation, independent of S. It is also the limit S → ∞ at fixed position. For Z much greater than 1 the same expression becomes PZ e^(−Z) cos X.

As a test, fields derived from the displacement of a single dislocation were summed directly over the row, at three points for each Burgers component. They agreed with the six series, and for b_x with the closed forms, to 7.5 × 10⁻¹⁶ in reduced units (P or Q equal to 1).

Q: So may I write "proportional to exp(−2πz/S)" and forget the rest?

A: Not quite. The first harmonic dominates when z is about S or more, and these qualifications remain.

First, the prefactor depends on the component. With k = 2π/S from here on, the first harmonic of σ_xx for b_x vanishes at kz = 2. In the sum σ_xx + σ_zz the linear terms cancel, leaving P[1 + 2Σe^(−k_m z) cos k_m x] for z > 0. Its prefactor is constant, and so is that of σ_yy.

Second, the law describes the amplitude over x. On x = S/4 the first harmonic of σ_xx is zero, and the second gives −P(2 − 2kz)e^(−2kz). At z = S this is 3.68 × 10⁻⁵ P, which the direct sum confirms.

Third, S must be the true repeat distance. Put the lines at 2nS and at 2nS + S + d. The period is now 2S, each sub-array has strength P/2, and with κ = π/S the first harmonic is

(P/2)(2 − κz)e^(−κz)[cos κx − cos κ(x − d)].

It vanishes for d = 0. For d = 0.1S, x = 0.2S and z = 3S the direct sum gives a nonuniform σ_xx of 4.2 × 10⁻⁵ P, whereas the regular array has a peak of only about 1.1 × 10⁻⁷ P at that depth.

Q: If I plot the logarithm of the σ_xx amplitude against z, I should at least read off 2π/S.

A: Beyond the zero at kz = 2 you would read a smaller value; closer in, where (2 − kz)e^(−kz) falls towards that zero, a larger one. For kz > 2 the amplitude is proportional to (kz − 2)e^(−kz), so

−d ln[(kz − 2)e^(−kz)]/dz = k[1 − 1/(kz − 2)].

The rate approaches k only slowly. Multiplying the signed nonuniform stress at x = 0, in units of P, by e^(kz) avoids this: direct sums between 2S and 3S then fit a line with intercept 1.9998 and slope −6.2831 per S, against the derived 2 and −2π.

Q: Give me numbers for a real interface.

A: Take relaxed germanium on Si(001) with edge (Lomer) dislocations whose Burgers vector lies in the interface. Rough values are b = 0.40 nm, misfit 0.040, μ = 56 GPa and ν = 0.20. Full relaxation requires b/S to equal the misfit:

S = 0.40/0.040 = 10 nm, k = 2π/S = 0.628 nm⁻¹, 1/k = 1.59 nm
P = 56 × 0.40/(0.80 × 10) = 2.8 GPa.

At z = 10 nm, kz = 6.283 and e^(−kz) = 1.867 × 10⁻³. The first harmonic of σ_xx has amplitude

2800 MPa × (6.283 − 2) × 1.867 × 10⁻³ ≈ 22.4 MPa.

All harmonics together give a peak of 22.5 MPa. At 20 nm the peak is 0.10 MPa. The first harmonic stays below 1% of P beyond about 9.5 nm, roughly one spacing. At 20 nm the apparent decay rate is 0.569 nm⁻¹, or 0.905k, as the last formula predicts. These stresses are sensitive to S. The lattice constants 0.5658 and 0.5431 nm give S ≈ 9.6 nm (misfit 0.042 for b = 0.40 nm), which lowers the first harmonic to about 19 MPa at 10 nm and 0.065 MPa at 20 nm.

Q: But 2.8 GPa of uniform stress in a relaxed film cannot be right.

A: It is the array's share alone. Germanium has the larger lattice, so coherent matching compresses it. Count here only the misfit along x; the misfit along y, and the stress it causes, are relieved by a second, crossed array. In two joined half-spaces that share the misfit equally, the coherent stress is −P above and +P below, and the array cancels it when S = b/misfit. For a thin film on a thick substrate the coherent stress is −2P in the film and nearly zero below. The array's mean jump is then also shared differently, as 2P and nearly zero. That amounts to adding a uniform σ_xx = P, which changes no harmonic.

Q: A film has a free surface. Does that spoil the exponential?

A: It changes the prefactor. For a surface at z = h, write E = e^(−kh). The first harmonic of the array has

f(h) = −PhE/k, f′(h) = −(P/k)(1 − kh)E, f″(h) = P(2 − kh)E.

Add an image field f_i = (A + Bs)e^(−ks), with s = h − z, which decays into the solid and is smooth at the array. At the surface f_i = A, f_i′ = kA − B and f_i″ = k²A − 2kB. Zero traction requires the total f and f′ to vanish there:

A = PhE/k, B = kA − (P/k)(1 − kh)E = (P/k)(2kh − 1)E.

Then f_i″ = P(2 − 3kh)E, and the total amplitude of σ_xx at the surface is

P(2 − kh)E + P(2 − 3kh)E = 4P(1 − kh)E.

For h = 20 nm this is 4.4 times the infinite-medium harmonic at the same depth, with the same exponential.

Q: Real dislocations are not perfectly spaced. Your cancellation looks fragile.

A: It is. Let each line be shifted along x from its regular site by an independent random δ_n with zero mean and rms value s, where s is much less than z. The field of one line follows from the array series as S → ∞ with PS fixed:

σ₁(x,z) = (1/2π)∫F(q)e^(iqx) dq, F = PS(1 − |q|z/2)e^(−|q|z), z > 0.

To first order the stress changes by −Σδ_n ∂_xσ₁(x − nS). Independence removes the cross terms, and averaging the variance over x turns the sum into an integral:

variance = (s²/S)∫(∂_xσ₁)² dx = (s²/2πS)∫q²F² dq.

Using the evenness of the integrand and t = qz,

variance = (P²s²S/πz³)∫₀^∞ t²(1 − t + t²/4)e^(−2t) dt.

The three integrals give 1/4 − 3/8 + 3/16 = 1/16, so

rms σ_xx = P s√S/(4√π z^(3/2)).

This is a power law. Random shifts contain long wavelengths, which decay slowly. With s = 1 nm, a chosen value, the diffuse stress at 20 nm is about 14 MPa rms, against 0.07 MPa rms for the regular array. Simulated random arrays also give 14 MPa. At 10 nm the two values are 39 and 16 MPa. The power 3/2 belongs to shifts about fixed regular sites. If instead each spacing is independently random with rms 1 nm, so that the errors accumulate, the rms falls only as about z^(−1/2) and is about 63 MPa at 20 nm.

Q: And germanium is not isotropic.

A: That changes the exponent itself. Take x = [1,−1,0] and z = [001], and try displacements (U, W) exp[ik(x + pz)]. With stiffnesses c_x and c_z along the axes, coupling c_xz and shear stiffness g, equilibrium gives

(c_x + gp²)U + (c_xz + g)pW = 0
(c_xz + g)pU + (g + c_z p²)W = 0.

A nonzero solution requires

c_z g p⁴ + [c_x c_z + g² − (c_xz + g)²]p² + c_x g = 0.

In the isotropic case this reduces to (p² + 1)² = 0, the double root again. For cubic germanium with rough constants c₁₁ = 130, c₁₂ = 48 and c₄₄ = 67 GPa, c_x = (c₁₁ + c₁₂)/2 + c₄₄ = 156 GPa, while c_z = 130, c_xz = 48 and g = 67 GPa. The double root splits into p = ±0.47 + 0.94i for the solutions that decay upwards. Both fall off as e^(−0.94kz), and an oscillation in z replaces the linear prefactor. At 20 nm the exponential factor alone is 2.2 times larger than in the isotropic model. The stress itself is not larger there. Matching the same jump and continuous tractions with the cubic solutions gives a first σ_xx harmonic of about 0.05 MPa at 20 nm, half the isotropic value in size and of opposite sign. The ratio depends on depth because the factor oscillates: it is about 0.8 at 10 nm and about 0.05 at 25 nm, near a node. The isotropic prefactor kz − 2, about 10.6 at that depth, grows with z, while the oscillating factor that replaces it stays bounded.

Q: Then what can I trust for the real film?

A: The length scale S/2π, to the extent that the array is regular. The inputs are in the range of fully relaxed Ge on Si(001), but such an interface carries two crossed arrays; the second adds its own field by superposition. Real films may also contain dislocations of mixed character, which this edge-only model omits. Replacing the lower half by silicon, with averaged isotropic moduli and the same b/S, changes the σ_xx harmonic in the germanium at 20 nm by about 5%. Close to a line, linear elasticity is the weak point: at 0.4 nm above the core the array alone gives a strain of 0.06, or 0.04 once the misfit has cancelled its uniform part, and the atomic structure matters there. Of the effects sized here at 20 nm, irregular spacing is by far the largest: a 1 nm scatter about regular sites raises the rms nonuniform stress of the isotropic model by a factor of nearly 200, and accumulating spacing errors raise it further. The exponential value is then a poor estimate of the stress far from the interface. The numerical output below gives the remaining components and depths.

Table of computed values

```
Example: relaxed Ge on Si(001), rough input values
Burgers vector b = 0.40 nm, misfit = 0.040
shear modulus = 56 GPa, Poisson ratio = 0.20
spacing S = b/misfit = 10.00 nm
k = 2 pi/S = 0.6283 1/nm, S/(2 pi) = 1.592 nm
uniform stress P = 2.800 GPa
Peak over x of nonuniform stress (all harmonics), MPa:
z (nm)  exp(-kz)    xx          zz          xz
  5.0   4.321e-02   1.623e+02   4.152e+02   2.631e+02
 10.0   1.867e-03   2.250e+01   3.298e+01   2.763e+01
 20.0   3.487e-06   1.032e-01   1.227e-01   1.129e-01
 30.0   6.512e-09   3.072e-04   3.437e-04   3.255e-04
first xx harmonic is zero at z = 3.183 nm
first xx harmonic below 1% of P beyond z = 9.53 nm
apparent xx decay rate at 20 nm = 0.5689 1/nm
  as a fraction of k: 0.9054
Tests on direct sums (S = 1, stress in units of P):
largest error of series and closed forms = 7.5e-16
xx prefactor: intercept 1.9998, slope -6.2831
xx+zz prefactor at z = 2S: 2.00001
x = S/4, z = S: xx nonuniform = 3.6848e-05
paired array (shift 0.1 S), x = 0.2 S, z = 3S: 4.2492e-05
Effects left out of the model:
free surface at 20 nm: first xx harmonic there times 4.379
random shifts, rms 1.0 nm:
  z = 10 nm: diffuse rms xx 39.07 MPa, ideal rms 15.8366 MPa
  z = 20 nm: diffuse rms xx 13.92 MPa, ideal rms 0.0730 MPa
  simulated diffuse rms at 20 nm = 13.86 MPa
Ge c11, c12, c44 (rough) = 130, 48, 67 GPa
Si c11, c12, c44 (rough) = 166, 64, 80 GPa
cubic Ge: slowest decay rate = 0.9376 k
  exponential at 20 nm larger by factor 2.19
Voigt averages: Ge 56.6 GPa, 0.200; Si 68.4 GPa, 0.217
Si substrate: xx harmonic in Ge at 20 nm times 1.052
linear strain xx above core at 0.4 nm = 0.0610
linear strain xx above core at 5.0 nm = 0.0181
```
